\section*{Which atomic transitions go dark under polarized light, and why}

\section*{The question}

An atom in a steady laser beam near resonance absorbs and emits photons again and again. On some transitions this comes to an end, whatever polarization is chosen. On others it stops for circular light but continues for linear light, and on others it never stops. The intensity and detuning of the laser, the overall strength of the dipole coupling and the decay rate may be alike in all these cases. What decides between them?

\section*{The mechanism: absorption paths that cancel}

Let the ground level have angular momentum $J_g=J$ and the excited level $J_e=J-1$, $J$ or $J+1$, with $0\to0$ excluded. The sublevels of each level are degenerate, so there is no magnetic field. The excited level decays to this ground level alone, at the rate $\Gamma$. The atom is at rest in one coherent field of fixed polarization,
\begin{equation}
\mathbf E(t)=\tfrac12E_0\,\boldsymbol\epsilon\,e^{-i\omega t}+\text{c.c.},\qquad \boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1 .
\end{equation}
Write the upward part of the dipole operator as $\mathcal D\,\mathbf C$. The components $C_{\pm1}=\mp(C_x\pm iC_y)/\sqrt2$ and $C_0=C_z$ have the Clebsch--Gordan coefficients $\langle J_gm;1q|J_em'\rangle$ as matrix elements. Hence $C_q$ raises $m$ by $q$, and orthonormality of the coefficients gives $\sum_qC_qC_q^\dagger=P_e$, the projector on the excited level.

In the frame rotating at $\omega$, the part of $-\mathbf d\cdot\mathbf E$ that survives when terms oscillating at $2\omega$ are dropped gives
\begin{equation}
H/\hbar=-\Delta P_e+\tfrac{\Omega}{2}(V+V^\dagger),\qquad V=\boldsymbol\epsilon\cdot\mathbf C,
\end{equation}
with $\Delta=\omega-\omega_0$, where $\omega_0$ is the transition frequency, and $\Omega=|\mathcal DE_0|/\hbar$; the sign of $-\mathcal DE_0$ is absorbed in the phase of the excited states. A ground state $|g\rangle$ acquires the excited amplitude $-i(\Omega t/2)V|g\rangle$ at short times. It stays unexcited if and only if
\begin{equation}
V|d\rangle=0 .
\end{equation}
Such a dark state is a superposition in which all paths to each excited sublevel cancel, or in which there are no paths.

The condition is a set of $2J_e+1$ linear equations for $2J_g+1$ amplitudes. For $J\to J-1$ there are two more unknowns than equations, so at least two dark states exist for every polarization. For $J\to J$ the numbers are equal and counting decides nothing. The structure of $V$ is then needed.

\section*{Reducing every ellipse to a straight line}

Choose the phase of $\boldsymbol\epsilon$ so that $\boldsymbol\epsilon\cdot\boldsymbol\epsilon\ge0$, and write $\boldsymbol\epsilon=\mathbf a+i\mathbf b$ with real vectors. Since $\boldsymbol\epsilon\cdot\boldsymbol\epsilon=a^2-b^2+2i\,\mathbf a\cdot\mathbf b$, the vectors are perpendicular and $a\ge b$. With $x$ along $\mathbf a$ and $y$ along $\mathbf b$,
\begin{equation}
\boldsymbol\epsilon=\cos\chi\,\hat{\mathbf x}+i\sin\chi\,\hat{\mathbf y},\quad 0\le\chi\le45^\circ,\quad \boldsymbol\epsilon\cdot\boldsymbol\epsilon=\cos2\chi .
\end{equation}
Linear light has $\chi=0$ and circular light $\chi=45^\circ$. Inserting $C_x=(C_{-1}-C_{+1})/\sqrt2$ and $C_y=i(C_{-1}+C_{+1})/\sqrt2$ gives
\begin{equation}
V(\chi)=\frac{-(\cos\chi+\sin\chi)C_{+1}+(\cos\chi-\sin\chi)C_{-1}}{\sqrt2}.
\end{equation}

Let $M_g$ and $M_e$ be the diagonal matrices of $m$. Because $C_q$ raises $m$ by $q$, $e^{\eta M_e}C_qe^{-\eta M_g}=e^{\eta q}C_q$. Choose $\tanh\eta=\tan\chi$. Then $\cosh\eta=(1-\tan^2\chi)^{-1/2}=\cos\chi/\sqrt{\cos2\chi}$ and $\sinh\eta=\sin\chi/\sqrt{\cos2\chi}$, so $e^{\pm\eta}=(\cos\chi\pm\sin\chi)/\sqrt{\cos2\chi}$. Therefore
\begin{equation}
V(\chi)=\sqrt{\cos2\chi}\;e^{\eta M_e}\,V(0)\,e^{-\eta M_g}.
\label{eq:sim}
\end{equation}
For $\chi<45^\circ$ every factor around $V(0)$ is invertible. Elliptical light thus has as many dark states as linear light, and they are $e^{\eta M_g}|d(0)\rangle$ up to normalization. At $\chi=45^\circ$ the parameter $\eta$ diverges, so circular light must be counted separately.

\section*{The two counts}

We need to know which matrix elements vanish. Let $c_q(m)=\langle m+q|C_q|m\rangle$. For $J\to J-1$, the vector-operator relation $[J_+,C_{+1}]=0$ gives
\begin{equation}
\frac{c_+(m+1)}{c_+(m)}=\sqrt{\frac{J-m-2}{J-m}},
\end{equation}
so $c_+(m)=\kappa\sqrt{(J-m)(J-m-1)}$ with a constant $\kappa$. Then $[J_-,C_{+1}]=\sqrt2\,C_0$ yields
\begin{align}
\sqrt2\,c_0(m)&=\sqrt{(J+m)(J-m-1)}\,c_+(m)\notag\\
&\quad-\sqrt{(J+m)(J-m+1)}\,c_+(m-1)\notag\\
&=\kappa\sqrt{J^2-m^2}\,[(J-m-1)-(J-m+1)]\notag\\
&=-2\kappa\sqrt{J^2-m^2}.
\end{align}
Turning the $z$ axis over gives $|c_-(m)|=|\kappa|\sqrt{(J+m)(J+m-1)}$. No element vanishes if its final sublevel exists. Hermitian conjugation carries this over to $J\to J+1$.

For $J\to J$, the commutators fix a vector operator up to a factor (the Wigner--Eckart theorem), and $\mathbf J$ is one. With $\sum_qC_qC_q^\dagger=1$,
\begin{equation}
\mathbf C=\frac{\mathbf J}{\sqrt{J(J+1)}},\qquad c_0(m)=\frac{m}{\sqrt{J(J+1)}} .
\label{eq:jj}
\end{equation}
Here one allowed path is missing: $m=0\to0$.

For linear light, measure $m$ along the polarization. Then $V=C_0$ joins each $m$ to the same $m$. On $J\to J-1$ the states $m=\pm J$ have no partner. On $J\to J$ the state $m=0$ has zero coupling, but it exists for integer $J$ alone. On $J\to J+1$ every state is excited.

For circular light, $V=-C_{+1}$ with $m$ along $z$. On $J\to J-1$ the states $m=J$ and $m=J-1$ would have to reach $m'\ge J$, which does not exist. On $J\to J$ this happens to $m=J$, and on $J\to J+1$ to none. Different $m$ lead to different $m'$, so no further cancellation is possible. The number of dark states is therefore
\begin{equation}
\begin{array}{lcc}
 & \chi<45^\circ & \chi=45^\circ\\
J\to J-1 & 2 & 2\\
J\to J,\ \text{integer }J & 1 & 1\\
J\to J,\ \text{half-integer }J & 0 & 1\\
J\to J+1 & 0 & 0
\end{array}
\end{equation}

The exceptional role of circular light shows in a determinant. For $J\to J$ the exponentials in (\ref{eq:sim}) have determinant one, as the $m$ values sum to zero, so
\begin{equation}
\det V(\chi)=(\cos2\chi)^{J+1/2}\prod_{m=-J}^{J}\frac{m}{\sqrt{J(J+1)}} .
\end{equation}
For integer $J$ the product contains $m=0$. For half-integer $J$ it does not, and the determinant vanishes only when $\cos2\chi=0$.

\section*{What the dark states are}

Take $1\to1$. The paths from $m=\pm1$ meet in $m'=0$, and (\ref{eq:jj}) gives
\begin{equation}
V|{\mp1}\rangle=\tfrac12(\cos\chi\pm\sin\chi)|0\rangle_e .
\end{equation}
They cancel in
\begin{equation}
|d\rangle=\frac{(\cos\chi-\sin\chi)|{-1}\rangle-(\cos\chi+\sin\chi)|{+1}\rangle}{\sqrt2},
\end{equation}
with probabilities $P(\pm1)=(1\pm\sin2\chi)/2$. At $\chi=20^\circ$ these are $0.821$ and $0.179$. Reversing the relative sign makes the paths add: the amplitude is $\cos2\chi/\sqrt2$ and the absorption strength $\|V|g\rangle\|^2=\tfrac12\cos^22\chi=0.293$. Without coherence, the same populations give half of this, $0.147$. The populations are equal in all three cases, so the darkness is due to the phase.

For $J\to J-1$ and light linear along $x$, the dark states are fully stretched along $\pm x$. A stretched state is a product of $2J$ spins one-half, and $e^{\eta M_g}$ acts on each factor, turning $(1,\pm1)$ into $(e^{\eta/2},\pm e^{-\eta/2})$. The result is again stretched, at an angle $\theta$ to $z$ with $\tan(\theta/2)=e^{-\eta}$, so
\begin{equation}
\cos\theta=\frac{1-e^{-2\eta}}{1+e^{-2\eta}}=\tanh\eta=\tan\chi .
\end{equation}
At $\chi=20^\circ$, $\theta=68.7^\circ$. As the light becomes circular both directions close on $z$. The sum of the two states tends to $m=J$ and their normalized difference to $m=J-1$, so the count stays two.

\section*{Why the atom ends up there}

A dark state stops fluorescence only if the atom reaches it. With spontaneous emission,
\begin{equation}
\dot\rho=-\tfrac i\hbar[H,\rho]+\Gamma\sum_q C_q^\dagger\rho C_q-\tfrac\Gamma2\{P_e,\rho\}.
\end{equation}
Let $P_D$ project on the space $D$ of dark states, assumed nonempty. Since $HP_D=0$ and $P_eP_D=0$,
\begin{equation}
\frac{d}{dt}\mathrm{Tr}(P_D\rho)=\Gamma\sum_q\mathrm{Tr}(P_DC_q^\dagger\rho C_q)\ge0 .
\end{equation}
Atoms enter $D$ and never leave. It remains to exclude a second trap that keeps fluorescing.

Suppose a stationary state had weight outside $D$. Its dark population is constant, so its emission into $D$ vanishes, and its part $\tau$ outside $D$ is stationary by itself. Let $S$ be the support of $\tau$. If $\tau|\psi\rangle=0$, then $\langle\psi|\dot\tau|\psi\rangle=0$ leaves $\sum_q\langle\psi|C_q^\dagger\tau C_q|\psi\rangle=0$, hence $\tau C_q|\psi\rangle=0$. Applying $\dot\tau=0$ to $|\psi\rangle$ then leaves $\tau(iH/\hbar-\Gamma P_e/2)|\psi\rangle=0$. These operators keep the null space of $\tau$, so their adjoints $C_q^\dagger$ and $-iH/\hbar-\Gamma P_e/2$ keep $S$.

Let $G$ and $E$ be the spaces of pure ground and pure excited vectors in $S$. Emission gives $C_q^\dagger E\subset G$, and absorption gives $VG\subset E$. $G$ is not empty, because any excited component in $S$ emits into it. Since $G$ is orthogonal to $D$, no vector of $G$ is annihilated by $V$, so
\begin{equation}
\dim E\ge\dim G\ge1 .
\end{equation}

Emission, however, spreads. A space of dimension $n$ contains vectors with exactly $n$ different highest $m$ values; call this set $M$ for $E$. Emission turns a highest value $m$ into $m+1$, $m$ and $m-1$ wherever the coefficient is nonzero.

On $J\to J-1$ all coefficients are nonzero, so $G$ contains the values $M$, $M+1$ and $M-1$. These are at least $n+2$, which contradicts $\dim E\ge\dim G$.

On $J\to J$ the step $0\to0$ is missing and values beyond $\pm J$ do not exist. If $M$ is not the full set, some missing value is next to a member of $M$ and is gained. The value $0$ can be lost only if neither $+1$ nor $-1$ is in $M$, and then both are gained. Either way $\dim G\ge n+1$, again a contradiction. If $M$ is the full set, $E$ is the whole excited level, emission reaches every ground sublevel, and $G$ cannot be orthogonal to $D$.

So every stationary state lies in $D$. The time average of $\rho$ over a long time $T$ changes under the master equation at the rate $[\rho(T)-\rho(0)]/T\to0$, so it approaches stationary states, whose dark population is one. The dark population itself never falls, so it too tends to one, and fluorescence dies out from any initial state, for any $\Delta$ and any $\Omega\neq0$.

The conditions matter. A magnetic field shifts the sublevels and in general changes the relative phases in $|d\rangle$, which makes it absorb again; a dark state with a single $m$ along the field survives. A polarization that changes in time generally moves the dark space. The atom then absorbs again, unless its state is dark for every polarization used, as $m=0$ along the beam is on $1\to0$. A slow change is followed almost adiabatically and leaves only a weak residual absorption: for a linear polarization turning steadily on $1\to1$, the excited population at low rates falls as the square of the turning rate. Decay to other levels can also end fluorescence, by a different route.

\section*{A formula for half-integer $J\to J$ in noncircular light}

For half-integer $J\to J$ and noncircular light $V$ has an inverse, and the stationary state can be found in closed form. Its blocks obey
\begin{align}
0&=-\tfrac{i\Omega}2(V\rho_{ge}-\rho_{eg}V^\dagger)-\Gamma\rho_{ee},\notag\\
0&=-\tfrac{i\Omega}2(V^\dagger\rho_{eg}-\rho_{ge}V)+\Gamma\textstyle\sum_qC_q^\dagger\rho_{ee}C_q,\notag\\
0&=(i\Delta-\tfrac\Gamma2)\rho_{eg}-\tfrac{i\Omega}2(V\rho_{gg}-\rho_{ee}V).
\end{align}
Try $\rho_{ee}=a\,1$ and $\rho_{eg}=y\,(V^\dagger)^{-1}$. The first line becomes $-\Omega\,\mathrm{Im}\,y=\Gamma a$. By (\ref{eq:jj}) $\sum_qC_q^\dagger C_q=1$, so the second line is the same condition. The third gives
\begin{equation}
\rho_{gg}=a+\frac{2y}{\Omega}\Bigl(\Delta+\frac{i\Gamma}2\Bigr)(V^\dagger V)^{-1}.
\end{equation}
This is Hermitian if $y=k(\Delta-i\Gamma/2)$ with real $k$, and the first condition sets $k=2a/\Omega$. Requiring unit trace, the excited population $P_e^{\rm st}=(2J+1)a$ is
\begin{equation}
P_e^{\rm st}=\frac{1}{2+T_J\,(\Gamma^2+4\Delta^2)/\Omega^2},\quad
T_J=\frac{\mathrm{Tr}(V^\dagger V)^{-1}}{2J+1}.
\end{equation}
The solution is positive with full rank: $\rho_{ee}=a\,1$ with $a>0$, and since $|y|^2/a=a(\Gamma^2+4\Delta^2)/\Omega^2$, the complement $\rho_{gg}-\rho_{ge}\rho_{ee}^{-1}\rho_{eg}=\rho_{gg}-(|y|^2/a)(V^\dagger V)^{-1}$ equals $a\,1$. It is also unique: subtracting a second stationary state until an eigenvalue reaches zero would leave one with smaller support, which the dimension argument, now with $D$ empty, forbids.

For $J=\tfrac12$, $\mathbf C=\boldsymbol\sigma/\sqrt3$ and $\boldsymbol\epsilon^*\times\boldsymbol\epsilon=i\sin2\chi\,\hat{\mathbf z}$, so
\begin{equation}
V^\dagger V=\tfrac13[1+i\boldsymbol\sigma\cdot(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)]=\tfrac13(1-\sin2\chi\,\sigma_z).
\end{equation}
The mean of the inverse eigenvalues is $T_{1/2}=3/\cos^22\chi$, and
\begin{equation}
P_e^{\rm st}=\frac{\cos^22\chi}{2\cos^22\chi+3(\Gamma^2+4\Delta^2)/\Omega^2}.
\end{equation}
The fluorescence fades continuously as the light becomes circular. Strong light drives $P_e^{\rm st}$ to $\tfrac12$ for any fixed $\chi<45^\circ$, but the closer the light is to circular, the more intensity this takes.

\section*{The numbers}

Take the round values $\Gamma=3\times10^7\,\mathrm{s^{-1}}$, $\Omega=\Gamma$, $\Delta=\Gamma/2$ and a wavelength of $800$ nm. Then $(\Gamma^2+4\Delta^2)/\Omega^2=2$. For $\tfrac12\to\tfrac12$ in linear light, $P_e^{\rm st}=1/(2+6)=0.125$, and the radiated power is
\begin{equation}
\hbar\omega\,\Gamma P_e^{\rm st}=(2.483\times10^{-19})(3\times10^7)(0.125)\ \mathrm W=9.3\times10^{-13}\ \mathrm W,
\end{equation}
with the photon energy in joules. At $\chi=20^\circ$, $\cos^22\chi=0.587$ and $P_e^{\rm st}=0.587/(1.174+6)=0.082$. At $44^\circ$ the power is down to $1.5\times10^{-15}$ W, and at $45^\circ$ it is zero.

Where a dark state exists, the useful number is the mean count $N$ of photons emitted before darkness, here from an unpolarized ground level. If each emission ends in the dark space with the same probability $p$, a bright atom emits $1/p$ photons on average, and $N$ is the initial bright fraction divided by $p$:
\begin{itemize}
\item $1\to0$: one state of three is bright, and the isotropic decay reaches the two dark states with $p=\tfrac23$. $N=\tfrac13/\tfrac23=\tfrac12$.
\item $1\to1$, linear light: $m=\pm1$ are bright, and $m'=\pm1$ decays to $m=0$ with $p=\tfrac12$. $N=\tfrac23/\tfrac12=\tfrac43$.
\item $\tfrac12\to\tfrac12$, circular light: $m=-\tfrac12$ is bright, and $m'=\tfrac12$ decays to $m=\tfrac12$ with $p=c_0^2=\tfrac13$. $N=\tfrac12/\tfrac13=\tfrac32$.
\end{itemize}
Integration of the master equation agrees with all three. For $2\to2$ it gives $4.40$, $3.27$ and $2.35$ photons at $\chi=0$, $20^\circ$ and $45^\circ$: the darkness is certain in each case, but the price in photons depends on the polarization. For the elliptical light it also depends on $\Omega$ and $\Delta$; for linear and circular light it does not.

The contrast in time is plain at $\chi=20^\circ$. On $1\to1$ the excited population is $0.12$ after $0.1\,\mu$s and $6\times10^{-4}$ after $2\,\mu$s. On $1\to2$, under the same light, it is $0.22$ after $2\,\mu$s and still $0.22$ after $10\,\mu$s. The numerical output lists the remaining cases.

\section*{Numbers as computed}
\begin{verbatim}
wavelength = 800 nm, Gamma = 3.00e+07 1/s
Omega/Gamma = 1.00, Delta/Gamma = 0.50
photon energy = 2.4831e-19 J
dark-state counts checked: 306 cases
chi = 20 deg: eta = 0.3815, eps.eps = 0.7660
J->J-1 dark directions: n_z = 0.3640, angle to z = 68.66 deg
1->1 dark state: P(-1) = 0.1786, P(+1) = 0.8214
1->1 absorption strength, phase reversed: 0.2934
1->1 absorption strength, no coherence: 0.1467
transition, chi (deg), dark states, final P_e, photons emitted
1->0, 0, 2, 0.0000, 0.5000
1->0, 20, 2, 0.0000, 0.5000
1->0, 45, 2, 0.0000, 0.5000
2->1, 0, 2, 0.0000, 1.5000
2->1, 20, 2, 0.0000, 1.5000
2->1, 45, 2, 0.0000, 1.5000
1->1, 0, 1, 0.0000, 1.3333
1->1, 20, 1, 0.0000, 1.3333
1->1, 45, 1, 0.0000, 1.3333
2->2, 0, 1, 0.0000, 4.4000
2->2, 20, 1, 0.0000, 3.2681
2->2, 45, 1, 0.0000, 2.3500
1/2->1/2, 0, 0, 0.1250, unlimited
1/2->1/2, 20, 0, 0.0818, unlimited
1/2->1/2, 45, 1, 0.0000, 1.5000
3/2->3/2, 0, 0, 0.0536, unlimited
3/2->3/2, 20, 0, 0.0160, unlimited
3/2->3/2, 45, 1, 0.0000, 1.8651
1->2, 0, 0, 0.1852, unlimited
1->2, 20, 0, 0.2219, unlimited
1->2, 45, 0, 0.2500, unlimited
time (us), P_e for 1->1, P_e for 1->2, at chi = 20 deg
0.1, 1.230e-01, 0.2062
0.5, 3.257e-02, 0.1953
2.0, 6.369e-04, 0.2180
10.0, 4.893e-13, 0.2219
1/2->1/2: chi (deg), final P_e, radiated power (W)
0, 1.250e-01, 9.311e-13
20, 8.180e-02, 6.094e-13
40, 4.976e-03, 3.706e-14
44, 2.029e-04, 1.512e-15
\end{verbatim}
